Dipole fluctuations and the permittivity of a wide rigid-dipole slab

**1. A case simple enough to see through**

Take N₀ rigid dipoles of moment μ, so far apart that they do not interact, in a slab of volume V at temperature T. Each direction is equally likely, so one Cartesian component of one dipole has mean zero and mean square μ²/3. Independent contributions add in the variance. For the total moment M,

Var(M_a) = N₀μ²/3, for a = x, y or z.

SI units are used, with ε₀ the vacuum permittivity and k_B Boltzmann's constant. The letter k alone is the static relative permittivity. Define the dimensionless fluctuation

G_a = Var(M_a)/(ε₀Vk_BT).

With number density n = N₀/V, the dilute slab has

G_x = G_z = nμ²/(3ε₀k_BT) ≡ g₀.

A free dipole in a weak field E has mean moment μ²E/(3k_BT), so g₀ is also k − 1 to first order in density. To that order 1 − 1/k = (k − 1)/k equals k − 1 as well, and the two directions cannot be told apart.

At higher density they separate. A fluctuation of M_z, normal to the slab, puts opposite bound charges on the two large faces, and their field opposes it. A fluctuation of M_x, in the plane, puts charge on remote edges. For a wide slab the result is

G_z = 1 − 1/k, G_x = k − 1. (1)

**2. Assumptions**

The slab is uniform and isotropic, has thickness d, and is surrounded by vacuum. It is in classical equilibrium and responds linearly to a weak field. Its dipoles can turn, but their lengths are fixed: no electronic polarization is present. The lateral width L is taken to infinity first, so that edge charges produce no field. Then d is made large compared with the surface layers, so that one k describes the slab.

The variance is ⟨M_a²⟩ − ⟨M_a⟩². Subtracting the mean matters when some dipoles are frozen in a preferred direction. They may give a permanent moment, but a constant moment does not respond to a field.

**3. From fluctuation to response**

Let distant fixed charges produce a uniform field E₀. This is the field that would exist without the slab. The energy is

H = H₀ − M·E₀.

H₀ contains all interactions among the dipoles, including those through the bound surface charges. Since the dipoles are rigid, M depends on the configuration and not on E₀. The momentum integrals do not involve E₀ either. Writing β = 1/(k_BT) and summing over configurations,

⟨M_a⟩ = Σ M_a exp[−β(H₀ − M·E₀)] / Σ exp[−β(H₀ − M·E₀)].

Differentiate with respect to E₀a. The numerator gives β⟨M_a²⟩; the denominator gives −β⟨M_a⟩². Thus, at zero field,

∂⟨M_a⟩/∂E₀a = β Var(M_a).

Divide by ε₀V and write P_a = ⟨M_a⟩/V:

(1/ε₀) ∂P_a/∂E₀a = G_a. (2)

The response to the external field is now needed in each direction. Below, P means the part of the polarization caused by the field.

**4. The two macroscopic fields**

For a normal field, the bound charges on the two faces cancel each other's field outside the slab. The outside field is therefore E₀, and the displacement there is D = ε₀E₀. The slab contains no free charge, so D_z is continuous. Inside, D = ε₀kE, hence

E = E₀/k.

The polarization is

P = D − ε₀E = ε₀E₀ − ε₀E₀/k = ε₀(1 − 1/k)E₀.

Equation (2) gives G_z = 1 − 1/k.

For an in-plane field, the tangential component of E is continuous. With the edges infinitely far away, the inside field is E = E₀, and

P = ε₀(k − 1)E = ε₀(k − 1)E₀.

Equation (2) gives G_x = k − 1. "Zero macroscopic field" means that when E₀ = 0, a uniform in-plane fluctuation creates no average field. The microscopic fields between dipoles remain.

**5. The same result from the energy of a fluctuation**

Write χ = k − 1. For a uniform moment at zero macroscopic field, the quadratic free energy is

A(M_x) = M_x²/(2ε₀Vχ).

Its coefficient is fixed by the response: minimizing A − M_xE₀ gives M_x = ε₀VχE₀. A quadratic free energy cM²/2 gives a variance k_BT/c, so G_x = χ.

A normal moment costs the additional energy of its depolarizing field, −M_z/(ε₀V). The energy of a moment in the field it creates carries a factor one half:

−½M_z[−M_z/(ε₀V)] = M_z²/(2ε₀V).

The curvature becomes (1/χ + 1)/(ε₀V). Therefore

1/G_z = 1/G_x + 1,

G_z = χ/(1 + χ) = (k − 1)/k = 1 − 1/k.

As k grows, G_x grows without limit while G_z approaches one. The surface charge sets the ceiling on G_z, however easily the dipoles turn.

This affects the accuracy of k. Solving (1) gives k = 1 + G_x and k = 1/(1 − G_z). Small errors obey

δk = δG_x, δk = δG_z/(1 − G_z)² = k²δG_z.

At large k, a small error in the normal fluctuation becomes a large error in k.

**6. A simulated slab**

The example has μ = 0.0385 e nm, T = 300 K and one dipole on each site of a simple cubic lattice with spacing a = 0.80 nm. The density is 1/a³ = 1.953 nm⁻³. The dipolar coupling is

Λ = μ²/(4πε₀a³k_BT) = 0.1613.

Since n = 1/a³, the non-interacting value is

g₀ = 4πΛ/3 = 0.676.

Interactions were included by Monte Carlo sampling of 5 × 5 × 5 dipoles, repeated periodically in the plane with vacuum above and below. The volume was taken as a³ per dipole, so d = 5a. Each orientation was drawn in turn from its Boltzmann distribution in the field of the others, with an acceptance step for the interaction with its own images. There were 600 independent copies. After 8 discarded sweeps, 42 were recorded; the scatter between copies gives the standard errors:

G_x = 0.8307 ± 0.0053,
G_z = 0.4563 ± 0.0043.

One lies above 0.676 and the other below it. Yet they yield

k = 1 + 0.8307 = 1.831 ± 0.005,
k = 1/(1 − 0.4563) = 1.839 ± 0.015.

The normal route has the larger error in k although its error in G is smaller; the factor k² is about 3.4.

The permittivity was also found without a slab. The same lattice was repeated in all three directions at zero macroscopic field, where each component obeys G = k − 1. The result was k = 1.830 ± 0.004. This error is statistical only. Lower-noise sampling gives 1.823, 1.825 and 1.825 for cells of 4, 5 and 6 sites per side and about 1.826 for a large cell, so 1.830 is about one error bar high. The value 1.830 predicts G_x = 0.830 and G_z = 0.454 for the slab, in agreement with the values above within their errors.

Finally, the slab was sampled in a field with μE₀/(k_BT) = 0.20 along both x and z. The induced P/(ε₀E₀) was 0.824 ± 0.004 in the plane and 0.450 ± 0.002 along the normal. These agree with the zero-field fluctuations within 1.5 combined standard errors. Equation (2) links the slope of P to the variance at the same field; the ratio P/(ε₀E₀) equals the zero-field G only as E₀ tends to zero. A mean-field estimate of saturation at this field strength lowers the response by about 0.7% in the plane and 0.4% along the normal, which is comparable to the statistical errors.

**7. Surface layers**

Suppose that the response varies with depth z but can still be described locally. In a normal field D is the same at every depth; in an in-plane field E is. Repeating part 4 at each depth and averaging gives

G_z = (1/d)∫[1 − 1/k_⊥(z)]dz,

G_x = (1/d)∫[k_∥(z) − 1]dz.

If the local values differ from k within a fixed depth of each face, the integrals of the differences are constants. Their effect on G falls as 1/d.

A solvable lattice shows the trend. Replace each rigid dipole by a harmonic, or soft, dipole with the same free variance μ²/3 per component. Its response coefficient is α = μ²/(3k_BT). In an infinite cubic lattice the local field is E + P/(3ε₀), so

P = nα[E + P/(3ε₀)].

With y = nα/(3ε₀) = g₀/3, collecting P gives P(1 − y) = 3yε₀E. Hence

k = 1 + 3y/(1 − y) = (1 + 2y)/(1 − y), (3)

the Clausius–Mossotti formula. Here y = 0.225 and k = 1.872. This is 2 to 3% above the simulated rigid-dipole k, or 5 to 6% in k − 1, so (3) serves below as a rough estimate for rigid dipoles. The gap widens when electronic polarization is added (part 10).

Solving the linear equations for soft slabs of 5, 10 and 20 layers gives G_x above k − 1 by 0.46, 0.23 and 0.12%. G_z lies below 1 − 1/k by 0.48, 0.24 and 0.12%. Both errors halve when the thickness doubles. The sizes belong to the soft model. For rigid dipoles, Monte Carlo slabs follow the same 1/d trend: G_x is about 0.8% high and G_z about 0.2% low at 5 layers, and both errors halve at 10 layers.

**8. How wide is wide?**

For a square pad of finite width, an in-plane polarization produces an average opposing field −NP/ε₀. Treating P as uniform,

P = ε₀χ(E₀ − NP/ε₀).

Moving the term in P to the left gives P(1 + Nχ) = ε₀χE₀, so

G_x ≈ χ/(1 + Nχ). (4)

The condition for a wide pad is Nχ ≪ 1. A small ratio d/L is not sufficient if k is large enough.

To find N, equate the depolarization energy NP²V/(2ε₀) to the Coulomb energy of two edge faces with charge densities P and −P. Let F(g) be the integral of 1/distance over pairs of points on two such faces separated by g. Two self-energies, each with a factor one half, and one mutual energy give

NP²V/(2ε₀) = P²[F(0) − F(L)]/(4πε₀),

N = [F(0) − F(L)]/(2πL²d).

Each face measures L by d. For two points on an interval of length L, the separation u has weight 2(L − u). Thus

F(g) = 4∫₀ᴸdu∫₀ᵈdv (L − u)(d − v)/√(u² + v² + g²).

For g = 0 the v integral is

I(u) = d asinh(d/u) − √(d² + u²) + u.

With t = u/d, du = d dt and ∫I du = d²∫(I/d)dt. An antiderivative of I/d with respect to t is

t asinh(1/t) + ½asinh t − ½t√(1 + t²) + ½t².

It vanishes at t = 0. For large t its terms tend to 1 + ½ln(2t) − ¼. Hence, for d ≪ L,

∫₀ᴸI du ≈ d²[¾ + ½ln(2L/d)].

At u ≫ d, I ≈ d²/(2u), so ∫₀ᴸuI du ≈ d²L/2. Combining the two,

F(0) ≈ 4L d²[¾ + ½ln(2L/d)] − 2d²L
= d²L[1 + 2ln(2L/d)].

For the opposite face, v is negligible beside L, and ∫₀ᵈ(d − v)dv = d²/2. Therefore

F(L) ≈ 2d²∫₀ᴸ(L − u)du/√(u² + L²)
= 2d²L[asinh 1 − √2 + 1]
= 0.934 d²L.

The result for a thin square pad is

N ≈ [d/(πL)][ln(2L/d) + 0.033]. (5)

It is 1% low at d/L = 0.1 and 6% low at d/L = 1/3. For d = 100 nm and L = 10 μm, N = 0.00318 × (5.298 + 0.033) = 0.0170. With χ = 0.830, Nχ = 0.0141, and (4) lowers G_x by 1.4% relative to an infinitely wide pad.

The normal direction changes too. The three depolarization factors of a uniformly polarized body add to one, by Gauss's law, so the normal factor is 1 − 2N. Replacing N by this value in (4) raises G_z by about 1.6%.

Equation (4) can be tried on a small isolated block of 12 × 12 × 4 soft dipoles. Numerical integration of F gives N = 0.205. A periodic slab with the same four layers has G_x = 0.877, so (4) predicts 0.877/(1 + 0.205 × 0.877) = 0.743. Solving the block's full linear equations gives 0.749. The edge charges account for most of the reduction; the remaining difference is 0.8%.

**9. What electronic polarization changes**

Now let the material also polarize at fixed dipole orientations. To linear order its moment is M_a + ε₀VB_aE₀a, where M_a includes moments induced by the permanent dipoles themselves. Take B_a as independent of orientation. The corresponding energy is

H = H₀ − M_aE₀a − ½ε₀VB_aE₀a².

Minus its derivative with respect to E₀a is the total moment. Averaging, differentiating again and setting E₀ = 0 gives

(1/ε₀)∂P_a/∂E₀a = B_a + G_a.

Let ε∞ be the relative permittivity at fixed orientations. Part 4 then gives B_z = 1 − 1/ε∞ and B_x = ε∞ − 1. Subtract these from the total responses:

G_z = 1/ε∞ − 1/k, G_x = k − ε∞. (6)

For ε∞ = 1, (6) returns to (1).

To size the effect, give each soft-dipole site an electronic polarizability that alone would produce ε∞ = 2. Its contribution to y is (2 − 1)/(2 + 2) = 0.25. The total is y = 0.475, and (3) gives k = 3.72. A slab of 400 such layers, solved numerically, has G_x = 1.716 and G_z = 0.231. Equation (6) predicts 3.716 − 2 = 1.716 and 1/2 − 1/3.716 = 0.231.

The rigid-dipole formulas would instead return

k = 1 + 1.716 = 2.72,
k = 1/(1 − 0.231) = 1.30.

Neither is the actual 3.72. Disagreement between the two routes can therefore reveal an omitted electronic response. It has other possible causes. In a thin slab the choice of d alone splits the routes: the data of part 6 with d = 4a in place of 5a give k = 2.04 and 2.33.

**10. A moist low-k film**

The parameters represent mobile water in a porous organosilicate film. The moment is roughly that of an isolated water molecule, and the density is roughly 6% of that of liquid water, a heavy moisture load. The cubic arrangement and free rotation are model choices. Thus k = 1.83 describes the dipoles alone, not a complete film. A real skeleton is polarizable, and ε∞ = 2 is a rough value for it. In the soft-dipole model at fixed water density, this moves k from 1.87 to 3.72. Rigid dipoles on the same polarizable lattice, sampled by Monte Carlo in a 5 × 5 × 5 periodic cell, give about 3.5, so here the soft model is some 6% high. Placing the skeleton's polarizability on the water sites is crude, so 3.72 indicates the size of the omission and does not predict a measured value.

For the pad above, V = 10⁻¹⁷ m³. The definition of G gives

P_rms = √(Gε₀k_BT/V).

Using the bulk k in (1), the rms polarization is 4.1 × 10⁻⁶ μC/cm² along the normal and 5.5 × 10⁻⁶ μC/cm² along one in-plane axis. Their ratio is √k = 1.35. Full alignment would give nμ = 0.0752 e/nm², or 1.2 μC/cm².

Other changes can be estimated separately:

- Binding to pore walls may stop some molecules from turning. If half are frozen at fixed total density, y halves and (3) gives k = 1.38 instead of 1.87.
- At 400 K and the same density, y is multiplied by 300/400, and k becomes 1.61. Loss of water on heating would be a further change.
- At a macroscopic in-plane field of 1 MV/cm, the local-field estimate E(k + 2)/3 gives s = μE_local/(k_BT) = 0.190. A free dipole's mean alignment is coth s − 1/s ≈ s/3 − s³/45, so the alignment lies below its linear value by the fraction s²/15, or 0.24%. The differential response 1/3 − s²/15, which (2) ties to the variance along the field, falls by s²/5, or 0.72%. Solving for the local field self-consistently raises these to about 0.3% and 0.9%.
- Quantum rotation changes (2) itself, because the dipole operator does not commute with the rotational energy. For a linear rotor with a rough rotational constant of 1.9 meV, energy levels computed in a weak field give a response 0.976 times the classical variance formula. Water is not a linear rotor, so this 2.4% is an indication of size.

**11. When electrodes replace the vacuum**

The normal law in (1) assumes that the charges producing E₀ stay fixed. Suppose instead that the slab fills the gap between ideal metal plates held at fixed voltage U. Then E = U/d is fixed, because charge flows to the plates and compensates the bound surface charge. The field that couples to M_z is now E, and P = ε₀(k − 1)E. The argument of part 3 then gives G_z = k − 1 for rigid dipoles. This needs contact without a gap. With vacuum gaps of total width g between plates a distance D apart, the series arrangement gives G_z = χ/(1 + χg/D), which matters for thin films of large k. The formula to use depends on the electrical boundary condition as well as on the direction of the fluctuation.
